# Sparse Newton Iteration with Bias Continuation for Nonlinear Resistive Crossbars

## Failure of the direct start

A current of 100 µA is forced into one word line of a 32 × 32 crossbar whose cells conduct exponentially. The true voltage across the selected cell is about 2.2 V. Newton's method, started with all node voltages at zero, proposes 4689 V after its first linear solve. The next step needs the hyperbolic cosine of about 31 000, which overflows in double precision, and the calculation ends.

The equations themselves are benign: they have one solution, joined to the zero-bias state by a smooth path. The fault lies in asking a linearization at zero bias to describe a cell that will conduct many orders of magnitude better. Raising the bias in stages cures it, and the error analysis below gives a stage size that is guaranteed to work.

## Node equations

Let the array have \(M\) word lines and \(N\) bit lines. At crossing \((i,j)\) the word-line node has voltage \(u_{ij}\) and the bit-line node \(v_{ij}\). Neighbouring nodes on a line are joined by a wire segment of resistance \(r_w\). Word lines are driven at column 1 and bit lines at row \(M\). A voltage-driven line is connected to its source through a resistance \(r_s\); a current-driven line receives its current directly. The current from word line to bit line through a cell is

\[
f(V)=A\sinh(V/V_0),\qquad V=u-v,\qquad A>0 .
\]

The stored state sets \(A\), which may differ from cell to cell; \(V_0\) is common to all. The model is static: cells neither heat nor switch during the read. SI units are used throughout.

Currents leaving a node through wires and cells must equal the current supplied to it. At interior nodes,

\[
\sum_{\text{neighbours}}\frac{u_{ij}-u'}{r_w}+f(u_{ij}-v_{ij})=0,\qquad
\sum_{\text{neighbours}}\frac{v_{ij}-v'}{r_w}-f(u_{ij}-v_{ij})=0 .
\]

The signs differ because the cell current leaves the word line and enters the bit line. A driver with source voltage \(E\) adds \((u-E)/r_s\) to the left side at its node. The part \(u/r_s\) belongs to the linear network, and \(E/r_s\) is moved to the sources.

Collect all node voltages in \(x\). Let row \(c\) of the matrix \(B\) contain \(+1\) at the word-line node of cell \(c\) and \(-1\) at its bit-line node, so that \(Bx\) lists the cell voltages. With \(L\) the conductance matrix of wires and drivers, and \(b\) the vector of source currents, including the terms \(E/r_s\),

\[
F(x;\lambda)=Lx+B^{T}f(Bx)-\lambda b=0 .
\]

The bias fraction \(\lambda\) multiplies all sources together; \(\lambda=1\) is the required operating point. Differentiation gives the Jacobian

\[
J(x)=L+B^{T}\,\mathrm{diag}\!\left[\frac{A_c}{V_0}\cosh\frac{V_c}{V_0}\right]B .
\]

It is symmetric and sparse: each node is coupled to its neighbours on the line and to the other end of its cell.

## One solution and one path

The function

\[
\Phi(x)=\tfrac12x^{T}Lx+\sum_cA_cV_0\cosh(V_c/V_0)-\lambda b^{T}x
\]

has gradient \(F\) and Hessian \(J\). Write \(P\succeq Q\) when \(P-Q\) has no negative eigenvalue. Since \(\cosh\ge1\), \(J(x)\succeq J(0)\) for every \(x\).

The matrix \(J(0)\) is positive definite. Indeed, \(x^TJ(0)x\) is a sum of conductance times squared voltage over all wires, cells and drivers. If it vanishes, the voltage is equal at both ends of every wire and cell, and zero at every voltage-driven node. The network is connected and has at least one such node, so \(x=0\).

Thus \(\Phi\) is strongly convex and has one minimum, which is the one solution of \(F=0\). Call it \(x(\lambda)\). Differentiating \(F(x(\lambda);\lambda)=0\) gives

\[
J\,\frac{dx}{d\lambda}-b=0,\qquad \frac{dx}{d\lambda}=J^{-1}b .
\]

Because \(J\) is invertible everywhere, the path is smooth from \(x(0)=0\) to \(x(1)\).

This argument needs \(f'>0\). A cell with negative differential resistance can make \(J\) singular; the tangent may then cease to exist, and continuation in \(\lambda\) has no guarantee.

## What a direct start does

For one current-driven cell, put \(z=V/V_0\) and \(s=I/A\). The equation is \(\sinh z=s\), and Newton's method reads

\[
z_{\rm new}=z-\frac{\sinh z-s}{\cosh z}=z-\tanh z+\frac{s}{\cosh z}.
\]

From \(z=0\) the first iterate is \(z=s\), whereas the root is \(z_*=\operatorname{arsinh}s\approx\ln(2s)\). To the right of the root, \(\sinh z-s\) is positive, increasing and convex. Its tangent therefore crosses zero between the root and the present iterate, and Newton's method descends monotonically to the root. In exact arithmetic there is no divergence.

The descent is slow. For large \(z\) and \(s\), with \(y=z-z_*\), one has \(\tanh z\approx1\) and \(s/\cosh z\approx e^{-y}\), so

\[
y_{\rm new}\approx y-1+e^{-y}.
\]

Far from the root each step recovers one \(V_0\); near it, expansion gives \(y_{\rm new}\approx y^2/2\). The creeping stage takes about \(s-\operatorname{arsinh}s\) steps. For \(s=300\) this estimate is 293.6, while direct iteration to an error of \(10^{-10}\) in \(z\) takes 299 steps. The excess comes from the initial jump and the last few steps near the root. For \(s\) above about 710, double-precision overflow intervenes. For \(s\ll1\) the cell is nearly linear, and a direct start is harmless.

Voltage drive behaves differently. The first iterate from zero solves a linear resistor network. Each node voltage is then a weighted average of neighbouring node voltages and of any source attached to it. No node can lie outside the range of the source voltages, since an extreme value would have to be shared by its neighbours until a source was reached. The first step is therefore bounded by the applied voltages. This does not prove that later steps converge, but it removes the huge first jump.

## Error of one Newton step

Let \(d\) be the Newton step at \(x\), defined by \(Jd=-F\). Quantities at \(x+d\) carry a plus sign, so \(d_+\) is the following step. Define

\[
\delta=Bd,\qquad \rho_c=|\delta_c|/V_0,\qquad \rho=\max_c\rho_c,\qquad \|d\|_J^2=d^TJd .
\]

The squared norm has the dimension of power.

From \(e^{\pm t}\le e^{|t|}\) follows \(\cosh(a+t)\le e^{|t|}\cosh a\). Exchanging the two arguments gives the lower bound \(\cosh(a+t)\ge e^{-|t|}\cosh a\). Since \(1-e^{-|t|}\le e^{|t|}-1\), both cases are covered by

\[
|f'(V+s)-f'(V)|\le f'(V)\left(e^{|s|/V_0}-1\right),
\]

where \(s\) is now a voltage increment. The linearization error of cell \(c\) is

\[
r_c=f(V_c+\delta_c)-f(V_c)-f'(V_c)\delta_c
=\int_0^{\delta_c}[f'(V_c+s)-f'(V_c)]\,ds ,
\]

and integration of the bound gives

\[
|r_c|\le f'_cV_0(e^{\rho_c}-1-\rho_c)=f'_c|\delta_c|\,h(\rho_c),
\qquad h(\rho)=\frac{e^\rho-1-\rho}{\rho}.
\]

The function \(h\) increases, because its series \(\rho/2+\rho^2/6+\cdots\) has positive coefficients.

Wires and drivers are linear and make no such error. Hence

\[
F(x+d)=F+Jd+B^Tr=B^Tr,\qquad J_+d_+=-B^Tr .
\]

Multiply the last equation by \(d_+^T\), put \(\delta_+=Bd_+\), and use the Cauchy–Schwarz inequality:

\[
\|d_+\|_{J_+}^2=-\delta_+^Tr
\le\Big(\sum_cf'_{c+}\delta_{c+}^2\Big)^{1/2}
\Big(\sum_c\frac{r_c^2}{f'_{c+}}\Big)^{1/2}.
\]

The first factor is the cells' share of \(\|d_+\|_{J_+}\), so it is no larger than that norm. In the second, \(f'_{c+}\ge e^{-\rho}f'_c\), and therefore

\[
\sum_c\frac{r_c^2}{f'_{c+}}\le e^\rho h(\rho)^2\sum_cf'_c\delta_c^2
\le e^\rho h(\rho)^2\|d\|_J^2 .
\]

After division by \(\|d_+\|_{J_+}\),

\[
\boxed{\;\|d_+\|_{J_+}\le q(\rho)\|d\|_J,\qquad
q(\rho)=e^{\rho/2}\,\frac{e^\rho-1-\rho}{\rho}\;}
\]

For small \(\rho\), \(q\approx\rho/2\). This agrees with the single-cell result \(y_{\rm new}\approx y^2/2\), so the leading coefficient cannot be improved in general.

## A convergence certificate

The bound on \(d_+\) involves \(\rho\), the largest cell step, but controls an energy summed over the array. The two are linked by the linearized resistance seen across a cell,

\[
R_c=(BJ^{-1}B^T)_{cc}.
\]

This is the voltage change across cell \(c\) per unit current passed between its ends. Let \(\beta_c\) be column \(c\) of \(B^T\). Then

\[
|\delta_c|=|(J^{-1/2}\beta_c)^T(J^{1/2}d)|\le\sqrt{R_c}\,\|d\|_J .
\]

With

\[
\tau=\frac{\max_c\sqrt{R_c}\,\|d\|_J}{V_0}
\]

we have \(\rho\le\tau\). Cell conductances fall by at most the factor \(e^{-\rho}\) in the step, and linear conductances do not change. So \(J_+\succeq e^{-\rho}J\), hence \(J_+^{-1}\preceq e^\rho J^{-1}\), and \(\sqrt{R_c}\) grows by at most \(e^{\rho/2}\). Combining this with the energy bound,

\[
\tau_+\le e^{\rho/2}q(\rho)\,\tau\le p(\tau)\,\tau,
\qquad p(\tau)=e^\tau\,\frac{e^\tau-1-\tau}{\tau}.
\]

A numerical root search gives \(p=1\) at \(\tau=0.737\). Below this value the steps shrink at least geometrically. In the fixed norm of \(J(0)\) the iterates then form a convergent sequence, and since \(d\to0\), its limit satisfies \(F=0\).

A simpler rule holds for \(\tau\le1/2\). The ratio \(p(\tau)/\tau\) increases with \(\tau\) and equals \(0.4904/0.5=0.981\) at one half. Consequently

\[
\tau_+\le\tau^2 .
\]

Convergence is quadratic, and the sum of all remaining \(\tau\) values is at most \(\tau/(1-\tau)\le2\tau\). No cell voltage is then farther than \(2\tau V_0\) from its solution value. A value of \(\tau\) computed at the end thus serves as an error estimate, limited by rounding in the computed step.

## A safe bias step

Start from a point \(x(\lambda)\) on the path and raise the bias by \(\Delta\lambda\). Since \(F(x(\lambda);\lambda)=0\), the new residual is \(-\Delta\lambda\,b\), and the first Newton step is

\[
d=\Delta\lambda\,J^{-1}b=\Delta\lambda\,\frac{dx}{d\lambda}.
\]

It is already the tangent predictor, so a separate one would add nothing. Its energy norm is \(\Delta\lambda\sqrt{b^TJ^{-1}b}\). Because \(J\succeq J(0)\), both this norm and \(R_c\) are bounded by their values at zero bias:

\[
\tau\le K\Delta\lambda,\qquad
K=\frac1{V_0}\sqrt{\max_cR_c(0)\;b^TJ(0)^{-1}b}.
\]

Every step with \(\Delta\lambda\le1/(2K)\) converges quadratically from an exact path point.

The algorithm tries larger steps and retreats when necessary:

1. Set \(x=0\), \(\lambda=0\) and \(\Delta\lambda=1\).
2. At the trial bias \(\min(1,\lambda+\Delta\lambda)\), apply Newton's method from the last accepted \(x\), factoring \(J\) by sparse LU.
3. If a Newton step changes a cell voltage by more than \(2V_0\), or 12 steps do not suffice, discard the trial and halve its bias increment.
4. Otherwise accept the state and double the increment.
5. Stop after acceptance at \(\lambda=1\).

Newton's method stops when \(\rho<10^{-4}\) at intermediate points and \(\rho<10^{-10}\) at full bias. A trial with \(\Delta\lambda\le1/(2K)\) has \(\rho\le1/2\) and is not rejected: starting from \(\tau\le1/2\), repeated squaring passes \(10^{-10}\) within seven steps. Halving therefore never produces an increment below \(1/(4K)\), and the number of accepted stages is at most about \(4K\). This guarantee assumes exact arithmetic and exact path points; the finite intermediate tolerance perturbs it slightly.

The usual cost is much lower. For one current-driven cell the path is \(z=\operatorname{arsinh}(\lambda s)\), and

\[
\frac{dz}{d\lambda}=\frac{s}{\sqrt{1+\lambda^2s^2}}\approx\frac1\lambda
\qquad(\lambda s\gg1).
\]

Doubling \(\lambda\) means \(\Delta\lambda=\lambda\), for which the predicted move is about one \(V_0\), whatever the value of \(s\). The number of stages then grows as \(\log_2s\), whereas the direct start creeps for about \(s\) steps.

## A 32 × 32 array read by current

Take \(V_0=0.15\) V, \(r_w=10\ \Omega\) and \(r_s=500\ \Omega\). The low-resistance state has \(A=10^{-10}\) A and the high-resistance state \(10^{-11}\) A. These are round model parameters, chosen to exercise the solver. The selected cell will carry more than 2 V, at which many real memory cells would switch, so the example is not a design for a non-destructive read. The selected cell is at row 1, column 32, farthest from both drivers. Its word line receives 100 µA, its bit line is driven to 0 V, and all other lines are driven to 1.1 V. All unselected cells are in the low-resistance state, which favours leakage.

With the selected cell also in that state, the first step can be estimated by hand. At zero bias the 32 cells on the forced line have total conductance \(32A/V_0\), so the current raises the line by

\[
\frac{IV_0}{32A}=\frac{10^{-4}\times0.15}{32\times10^{-10}}=4687.5\ \text{V}.
\]

The bit lines, 31 of them at 1.1 V, add about 1.1 V. The sparse solve gives 4688.6 V, or \(31\,257\,V_0\).

This number fixes the first accepted stage. Successive halving reaches \(\lambda=2^{-13}\), where the predicted jump is \(31\,257/8192=3.8\,V_0\), and the trial is rejected. At \(2^{-14}=6.10\times10^{-5}\) it is \(1.9\,V_0\), and the trial succeeds. The guaranteed step is smaller: \(K=3.59\times10^4\) gives \(1/(2K)=1.39\times10^{-5}\). At full bias the same expression evaluated with the final \(J\) gives only 149, so the zero-bias constant is very cautious there.

The low-resistance read needs 16 accepted stages, 16 rejected trials and 95 linear solves; the high-resistance read needs 17, 17 and 100. The final \(\tau\) is about \(8\times10^{-13}\) in both cases.

Rounding deserves attention at the start of the path. The floating line is held by a conductance of \(32A/V_0=2.1\times10^{-8}\) S, while one wire segment has 0.1 S. Rounding of \(J\) acts at every node of the line. The diagonal entries there add up to 6.2 S, so relative errors in them can be amplified in the line voltage by up to \(6.2/(2.1\times10^{-8})\approx3\times10^8\), more than eight decimal digits. The first solve may therefore be wrong in the eighth digit, but later Newton steps correct it, because each starts from a newly computed residual. The looser intermediate tolerance is there only to save solves.

The same low-resistance state can be reached by voltage drive. The forced current is replaced by a source of \(2.2801+500\times10^{-4}=2.3301\) V behind 500 Ω. Plain Newton from zero then converges in 7 linear solves, and its first iterate has no cell voltage above 2.3301 V. At this source voltage the first iterate overshoots the cell voltage by only about one \(V_0\), so exponential cells alone do not make continuation necessary. The overshoot grows with the source voltage and is still recovered at about one \(V_0\) per step: the same array needs 10 solves at 3 V and 23 at 5 V. At much larger source voltage the cell conductances of the first iterate swamp the wire conductances in double precision. In a current-forced read, however, this source voltage is not known beforehand.

## Reading the voltages

The terminal voltage is the sum of the word-line drop, the cell voltage, and the drop along the bit line and its driver. Digits are kept here so that the sums close:

\[
\begin{aligned}
\text{low resistance:}\quad &30.39+2170.69+79.03=2280.11\ \text{mV},\\
\text{high resistance:}\quad &26.89+2478.55+61.86=2567.30\ \text{mV}.
\end{aligned}
\]

The read window is their difference, 287.2 mV. If the full forced current passed through the selected cell in both states, the wire drops would cancel. For \(I\gg A\), \(V\approx V_0\ln(2I/A)\), and the window would be

\[
V_0\ln\frac{A_{\rm low}}{A_{\rm high}}=0.15\ln10\ \text{V}=345.4\ \text{mV}.
\]

The subscripts name the resistance state, so \(A_{\rm low}\) is the larger prefactor.

The missing 58.2 mV is due to leakage. In the low-resistance read, 96.33 µA passes through the selected cell and 3.67 µA leaks from its word line through the other cells. In the high-resistance read the line voltage is higher, and the currents become 75.01 and 24.99 µA. The leakage grows by a factor of 6.8, close to \(\exp(287.2/150)\), as expected for cells biased well above \(V_0\).

The smaller cell current reduces the difference of cell voltages by

\[
V_0\ln\frac{96.33}{75.01}=37.5\ \text{mV},
\]

leaving 307.9 mV. The word-line drop is also 3.5 mV smaller in the high-resistance read, and the bit-line and driver drop 17.2 mV smaller. Thus \(307.9-3.5-17.2=287.2\) mV. When \(A\) of all unselected cells is reduced by a factor of \(10^4\) and both reads are solved again, the window returns to 345.4 mV with the wires unchanged. In the balance above, the wire and driver drops account for 20.7 mV of the narrowing; they differ between the two reads because leakage makes the currents unequal.
